# Thouless' stability condition for a Hartree–Fock determinant: verification in Python

```python
# Thouless stability condition. For |k> = exp(T - T^+)|0>, T = sum k_ai a+_a a_i:
#   E(k) = E0 + 2 Re sum k*_ai f_ai + (1/2)(k^+, k^T) M (k, k*) + O(k^3),
#   M = [[A, B], [B*, A*]],  A_ai,bj = d_ij f_ab - d_ab f_ji + <aj||ib>,  B_ai,bj = <ab||ij>.
# For real integrals and k = x + i y:  E2 = x(A+B)x + y(A-B)y.
# i,j occupied, a,b virtual spin orbitals; h one-electron, g = <pq|rs>, f Fock matrix.
# Closed shell: singlet (A1,B1) and triplet (A3,B3) blocks in spatial orbitals.
# Checks: explicit Fock-space matrices and finite differences of determinant energies.
import numpy as np
from functools import reduce
from scipy.linalg import expm, eigh, eigvalsh
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(7)
I2 = np.eye(2)
SX, SY, SZ = np.array([[0., 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1., -1])

def build_AB(h, g, no):
    w = g - g.transpose(0, 1, 3, 2)
    o, v, nv = slice(0, no), slice(no, None), len(h) - no
    f = h + np.einsum('pkqk->pq', w[:, o, :, o])
    A = (np.einsum('ab,ij->aibj', f[v, v], np.eye(no)) - np.einsum('ab,ji->aibj', np.eye(nv), f[o, o])
         + np.einsum('ajib->aibj', w[v, o, o, v]))
    B = np.einsum('abij->aibj', w[v, v, o, o])
    return f, A.reshape(nv*no, -1), B.reshape(nv*no, -1)

def stability_matrix(A, B):
    return np.block([[A, B], [B.conj(), A.conj()]])

def rotation(kappa):
    nv, no = kappa.shape
    K = np.zeros((no+nv, no+nv), complex)
    K[no:, :no], K[:no, no:] = kappa, -kappa.conj().T
    return expm(K)

def det_energy(h, g, kappa):
    C = rotation(kappa)[:, :kappa.shape[1]]
    D = C @ C.conj().T
    w = g - g.transpose(0, 1, 3, 2)
    return (np.sum(h*D.T) + 0.5*np.sum(np.einsum('pqrs,sq->pr', w, D)*D.T)).real

def rotate_integrals(h, g, U):
    return U.conj().T @ h @ U, np.einsum('pqrs,pi,qj,rk,sl->ijkl', g, U.conj(), U.conj(), U, U, optimize=True)

def second_derivative(fun, s=5e-3):
    return (-fun(2*s) + 16*fun(s) - 30*fun(0.) + 16*fun(-s) - fun(-2*s))/(12*s*s)

# ---------- random Hamiltonians in explicit Fock space ----------
n, no = 6, 3
nv = n - no
low = np.array([[0., 1], [0, 0]])
ann = [reduce(np.kron, [SZ]*p + [low] + [I2]*(n-p-1)) for p in range(n)]
vac = np.eye(2**n)[0]
sector = np.where(np.abs(np.diag(sum(a.T @ a for a in ann)) - no) < 1e-9)[0]
ref = (ann[0].T @ ann[1].T @ ann[2].T @ vac)[sector]
exc = np.array([[(ann[no+a].T @ ann[i])[np.ix_(sector, sector)] for i in range(no)] for a in range(nv)])
T_of = lambda k: np.tensordot(k, exc, axes=([0, 1], [0, 1]))
unitary_state = lambda k: expm(T_of(k) - T_of(k).conj().T) @ ref
def thouless_state(t):
    psi = expm(T_of(t)) @ ref
    return psi/np.linalg.norm(psi)
crand = lambda *s: rng.normal(size=s) + 1j*rng.normal(size=s)

C = crand(n, no)
prod = vac.astype(complex)
for i in reversed(range(no)):
    prod = sum(C[p, i]*ann[p].T for p in range(n)) @ prod
t = C[no:] @ np.linalg.inv(C[:no])
assert np.allclose(prod[sector], np.linalg.det(C[:no])*(expm(T_of(t)) @ ref), atol=1e-9)
kap = crand(nv, no); kap /= np.linalg.norm(kap)
u, sv, vh = np.linalg.svd(kap)
assert np.allclose(unitary_state(kap), thouless_state(u @ np.diag(np.tan(sv)) @ vh), atol=1e-11)
gap = lambda s: np.linalg.norm(unitary_state(s*kap) - thouless_state(s*kap))
assert abs(gap(0.02)/gap(0.01) - 8) < 0.1

for label, cplx in (('complex', 1.0), ('real', 0.0)):
    def herm():
        m = rng.normal(size=(n, n)) + 1j*cplx*rng.normal(size=(n, n))
        return (m + m.conj().T)/2
    h = herm()
    g = sum(np.einsum('pr,qs->pqrs', L, L) for L in [0.5*herm() for _ in range(4)])
    pair = np.array([[ann[s] @ ann[r] for s in range(n)] for r in range(n)])
    X = np.tensordot(g, pair, axes=([2, 3], [0, 1]))
    H = sum(h[p, q]*ann[p].T @ ann[q] + 0.5*pair[p, q].T @ X[p, q] for p in range(n) for q in range(n))
    H = H[np.ix_(sector, sector)]
    f, A, B = build_AB(h, g, no)
    E0 = (ref @ H @ ref).real
    ops = exc.reshape(nv*no, len(sector), -1)
    singles = ops @ ref
    assert np.allclose(singles @ H @ ref, f[no:, :no].ravel(), atol=1e-11)
    A_def = singles @ H @ singles.T - E0*np.eye(nv*no)
    B_def = np.array([[(P @ s) @ H @ ref for s in singles] for P in ops])
    assert np.allclose(A_def, A, atol=1e-11) and np.allclose(B_def, B, atol=1e-11)
    assert np.allclose(A_def, A_def.conj().T) and np.allclose(B_def, B_def.T)
    def energy(k):
        psi = unitary_state(k)
        return (psi.conj() @ H @ psi).real
    assert abs(energy(kap) - det_energy(h, g, kap)) < 1e-10
    M, vec = stability_matrix(A, B), np.concatenate([kap.ravel(), kap.conj().ravel()])
    E1, E2 = 2*np.sum(kap.conj()*f[no:, :no]).real, 0.5*(vec.conj() @ M @ vec).real
    rem = lambda s: energy(s*kap) - E0 - s*E1 - s*s*E2
    ratio = rem(4e-3)/rem(2e-3)
    assert abs(ratio - 8) < 0.8
    m = nv*no
    curv = lambda z: second_derivative(lambda s: energy(s*(z[:m] + 1j*z[m:]).reshape(nv, no)))
    unit, hess = np.eye(2*m), np.zeros((2*m, 2*m))
    for p in range(2*m):
        hess[p, p] = curv(unit[p])
        for q in range(p):
            hess[p, q] = hess[q, p] = (curv(unit[p] + unit[q]) - curv(unit[p] - unit[q]))/4
    cross = (B - A).imag
    assert np.allclose(hess/2, np.block([[(A+B).real, cross], [cross.T, (A-B).real]]), atol=1e-5)
    assert np.allclose(eigvalsh(hess/2), eigvalsh(M), atol=1e-5)
    mixed, odd = np.abs(hess[:m, m:]).max()/2, abs(energy(kap) - energy(kap.conj()))
    split = np.sort(np.r_[eigvalsh((A+B).real), eigvalsh((A-B).real)])
    miss = np.abs(split - eigvalsh(hess/2)).max()
    if cplx:
        assert mixed > 0.05 and odd > 1e-4 and miss > 1e-2
    else:
        assert mixed < 1e-5 and odd < 1e-11 and miss < 1e-5
    print(f'{label} model: remainder ratio on halving k = {ratio:.3f}')
    print(f'{label} model: max x-y coupling = {mixed:.1e}, split-spectrum error = {miss:.1e} (model units)')

# ---------- closed-shell molecules, HF/STO-3G ----------
def closed_shell(mol, C):
    no = mol.nelectron//2
    hm = C.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ C
    eri = np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), C, C, C, C, optimize=True)
    N = 2*len(hm)
    h = np.kron(hm, I2)
    g = np.einsum('pqrs,ac,bd->paqbrcsd', eri.transpose(0, 2, 1, 3), I2, I2).reshape(N, N, N, N)
    f, A, B = build_AB(h, g, 2*no)
    assert np.abs(f - np.diag(np.diag(f))).max() < 1e-6
    eps, o, v = np.diag(f)[::2], slice(0, no), slice(no, None)
    D = np.diag((eps[v, None] - eps[None, o]).ravel())
    sh = D.shape
    aibj = eri[v, o, v, o].reshape(sh)
    abij = np.einsum('abij->aibj', eri[v, v, o, o]).reshape(sh)
    ajbi = np.einsum('ajbi->aibj', eri[v, o, v, o]).reshape(sh)
    S, T, Cx = D + 4*aibj - abij - ajbi, D - abij - ajbi, D - abij + ajbi
    E = lambda x, s: det_energy(h, g, np.kron(x, s)) + mol.energy_nuc()
    return dict(hm=hm, eri=eri, h=h, g=g, eps=eps, A=A, B=B, S=S, T=T, Cx=Cx, E=E, no=no, nv=N//2-no)

def check_spin_blocks(d):
    x = rng.normal(size=(d['nv'], d['no'])); x /= np.linalg.norm(x)
    for s, plus in ((I2, d['S']), (SX, d['T']), (SY, d['T']), (SZ, d['T'])):
        for c, blk in ((1, plus), (1j, d['Cx'])):
            fd = second_derivative(lambda a: d['E'](a*x, c*s), 1e-2)/2
            assert abs(fd - 2*x.ravel() @ blk @ x.ravel()) < 2e-5
    eS, eT, eC = eigvalsh(d['S']), eigvalsh(d['T']), eigvalsh(d['Cx'])
    assert np.allclose(eigvalsh(d['A'] + d['B']), np.sort(np.r_[eS, eT, eT, eC]), atol=1e-6)
    assert np.allclose(eigvalsh(d['A'] - d['B']), np.sort(np.r_[eT, eC, eC, eC]), atol=1e-6)
    return eS, eT, eC

def h2(R):
    mol = gto.M(atom=f'H 0 0 0; H 0 0 {R:.12f}', basis='sto-3g', verbose=0)
    S = mol.intor('int1e_ovlp')
    C = np.array([[1., 1], [1, -1]])
    d = closed_shell(mol, C/np.sqrt(np.diag(C.T @ S @ C)))
    e = d['eri']
    d.update(mol=mol, J11=e[0, 0, 0, 0], J22=e[1, 1, 1, 1], J=e[0, 0, 1, 1], K=e[0, 1, 0, 1])
    d['Q'] = d['J11'] + d['J22'] - 2*d['J'] + 4*d['K']
    d['lam3'] = d['eps'][1] - d['eps'][0] - d['J'] - d['K']
    d['Et'] = lambda th: d['E'](np.array([[th]]), SZ)
    return d

for R in (0.74, 1.50):
    d = h2(R)
    eS, eT, eC = check_spin_blocks(d)
    print(f"H2 R = {R:.2f} A: E_RHF = {d['Et'](0.):.6f} Eh, E_nuc = {d['mol'].energy_nuc():.6f} Eh")
    print(f"  h11 = {d['hm'][0,0]:.6f}, h22 = {d['hm'][1,1]:.6f} Eh")
    print(f"  J11 = {d['J11']:.6f}, J22 = {d['J22']:.6f}, J = {d['J']:.6f}, K = {d['K']:.6f} Eh")
    print(f"  e1 = {d['eps'][0]:.6f}, e2 = {d['eps'][1]:.6f}, Delta = {d['eps'][1]-d['eps'][0]:.6f} Eh")
    print(f"  A1+B1 = {eS[0]:.6f}, A3+B3 = {eT[0]:.6f}, A-B = {eC[0]:.6f} Eh")
    assert (eT[0] > 0) == (R < 1.0) and eS[0] > 0 and eC[0] > 0
lam, Q, E0 = d['lam3'], d['Q'], d['Et'](0.)
for th in (0.1, 0.5, 1.1):
    assert abs(d['Et'](th) - (E0 + 2*lam*np.sin(th)**2 + Q*np.sin(th)**4)) < 1e-10
th_star = np.arcsin(np.sqrt(-lam/Q))
uhf = scf.UHF(d['mol']); uhf.chkfile = None; uhf.conv_tol = 1e-12
E_uhf = uhf.kernel(np.array([np.diag([1., 0]), np.diag([0., 1])]))
assert abs(E_uhf - (E0 - lam**2/Q)) < 1e-8
print(f'  Q = {Q:.6f} Eh, sin^2 theta* = {-lam/Q:.6f}, theta* = {th_star:.6f} rad')
print(f'  lowering lam3^2/Q = {lam**2/Q:.6f} Eh = {lam**2/Q*EV:.4f} eV')
print(f'  E0 - lam3^2/Q = {E0-lam**2/Q:.6f} Eh, E_UHF (SCF) = {E_uhf:.6f} Eh')
fu, Au, Bu = build_AB(*rotate_integrals(d['h'], d['g'], rotation(th_star*SZ)), 2)
ev = eigvalsh(stability_matrix(Au, Bu))
E_T = d['hm'][0, 0] + d['hm'][1, 1] + d['J'] - d['K'] + d['mol'].energy_nuc()
assert np.abs(fu[2:, :2]).max() < 1e-10
assert np.sum(np.abs(ev) < 1e-9) == 2 and ev.min() > -1e-9
assert np.sum(np.abs(ev - 2*(E_T - E_uhf)) < 1e-7) >= 2
print(f'  E_triplet = {E_T:.6f} Eh, 2(E_T - E_UHF) = {2*(E_T-E_uhf):.6f} Eh')
print('  eig M at UHF (Eh):', ' '.join(f'{abs(e):.4f}' for e in ev))
R_formula = brentq(lambda R: h2(R)['lam3'], 0.9, 1.5, xtol=1e-10)
R_fd = brentq(lambda R: second_derivative(h2(R)['Et'], 1e-2), 0.9, 1.5, xtol=1e-10)
assert abs(R_formula - R_fd) < 1e-5
dc = h2(R_formula)
assert dc['Q'] > 0 and abs(dc['Et'](0.2) - dc['Et'](0.) - dc['Q']*np.sin(0.2)**4) < 1e-9
print(f'H2 Coulson-Fischer R: formula {R_formula:.5f} A, finite difference {R_fd:.5f} A')
print(f"  Q at that R = {dc['Q']:.6f} Eh")

# closed-shell NH with pi_x doubly occupied and pi_y empty
R_NH = 1.04
mol = gto.M(atom=f'N 0 0 0; H 0 0 {R_NH}', basis='sto-3g', verbose=0)
S, eri_ao = mol.intor('int1e_ovlp'), mol.intor('int2e')
hc = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
ix, iy = mol.search_ao_label('2px')[0], mol.search_ao_label('2py')[0]
sig = [p for p in range(6) if p not in (ix, iy)]
F, dm = hc, None
for _ in range(600):
    cs = eigh(F[np.ix_(sig, sig)], S[np.ix_(sig, sig)])[1]
    C = np.zeros((6, 6))
    C[np.ix_(sig, [0, 1, 2, 5])] = cs
    C[ix, 3], C[iy, 4] = S[ix, ix]**-0.5, S[iy, iy]**-0.5
    new = 2*C[:, :4] @ C[:, :4].T
    dm = new if dm is None else 0.5*(dm + new)
    F = hc + np.einsum('pqrs,rs->pq', eri_ao, dm) - 0.5*np.einsum('prqs,rs->pq', eri_ao, dm)
d = closed_shell(mol, C)
eS, eT, eC = check_spin_blocks(d)
Jxx, J, K = d['eri'][3, 3, 3, 3], d['eri'][3, 3, 4, 4], d['eri'][3, 4, 3, 4]
Delta = d['eps'][4] - d['eps'][3]
assert abs(Jxx - J - 2*K) < 1e-10 and abs(Delta - (J - 3*K)) < 1e-9 and Delta > 0
for blk, val in ((d['S'], 0.), (d['T'], -4*K), (d['Cx'], -2*K)):
    assert np.allclose(blk[3], val*np.eye(8)[3], atol=1e-9)
xy = np.zeros((2, 4)); xy[0, 3] = 1
E0 = d['E'](0*xy, I2)
for th in (0.1, 0.5, np.pi/4, 1.2):
    assert abs(d['E'](th*xy, I2) - E0) < 1e-10
    assert abs(d['E'](th*xy, 1j*I2) - (E0 - K*np.sin(2*th)**2)) < 1e-10
fc = build_AB(*rotate_integrals(d['h'], d['g'], rotation(np.kron(np.pi/4*xy, 1j*I2))), 8)[0]
assert np.abs(fc[8:, :8]).max() < 1e-7
print(f'NH R = {R_NH:.2f} A: E_RHF(real) = {E0:.6f} Eh')
print(f'  Jxx = {Jxx:.6f}, J = {J:.6f}, K = {K:.6f} Eh')
print(f"  e_x = {d['eps'][3]:.6f}, e_y = {d['eps'][4]:.6f}, Delta = {Delta:.6f} Eh")
print(f"  x->y: A1+B1 = {abs(d['S'][3,3]):.6f}, A3+B3 = {d['T'][3,3]:.6f}, A-B = {d['Cx'][3,3]:.6f} Eh")
print('  two lowest A1+B1 (Eh):', ' '.join(f'{round(e, 6)+0.0:.6f}' for e in eS[:2]))
print('  two lowest A3+B3 (Eh):', ' '.join(f'{e:.6f}' for e in eT[:2]))
print('  two lowest A-B   (Eh):', ' '.join(f'{e:.6f}' for e in eC[:2]))
Ec = d['E'](np.pi/4*xy, 1j*I2)
print(f'  E(complex, pi/4) = {Ec:.6f} Eh, lowering = {E0-Ec:.6f} Eh = {(E0-Ec)*EV:.4f} eV')

r_OH, angle = 0.96, 104.5
sx, cz = r_OH*np.sin(np.radians(angle/2)), r_OH*np.cos(np.radians(angle/2))
mol = gto.M(atom=f'O 0 0 0; H {sx} 0 {cz}; H {-sx} 0 {cz}', basis='sto-3g', verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12; mf.conv_tol_grad = 1e-8
mf.kernel()
d = closed_shell(mol, mf.mo_coeff)
assert abs(d['E'](np.zeros((2, 5)), I2) - mf.e_tot) < 1e-9
eS, eT, eC = check_spin_blocks(d)
assert min(eS[0], eT[0], eC[0]) > 0
print(f'H2O r = {r_OH:.2f} A, angle = {angle:.1f} deg: E_RHF = {mf.e_tot:.6f} Eh')
print(f"  dimension of M = {2*len(d['A'])}, of each spatial block = {len(eS)}")
print(f'  lowest A1+B1 = {eS[0]:.6f}, A3+B3 = {eT[0]:.6f}, A-B = {eC[0]:.6f} Eh')
print('PASS')
```

Running it gives:

```
complex model: remainder ratio on halving k = 7.742
complex model: max x-y coupling = 2.3e+00, split-spectrum error = 2.2e+00 (model units)
real model: remainder ratio on halving k = 8.023
real model: max x-y coupling = 2.6e-12, split-spectrum error = 4.8e-09 (model units)
H2 R = 0.74 A: E_RHF = -1.116759 Eh, E_nuc = 0.715104 Eh
  h11 = -1.253310, h22 = -0.475069 Eh
  J11 = 0.674756, J22 = 0.697652, J = 0.663711, K = 0.181210 Eh
  e1 = -0.578554, e2 = 0.671143, Delta = 1.249697 Eh
  A1+B1 = 1.129617, A3+B3 = 0.404775, A-B = 0.767196 Eh
H2 R = 1.50 A: E_RHF = -0.910874 Eh, E_nuc = 0.352785 Eh
  h11 = -0.908181, h22 = -0.665337 Eh
  J11 = 0.552703, J22 = 0.583421, J = 0.559684, K = 0.229536 Eh
  e1 = -0.355477, e2 = 0.224495, Delta = 0.579973 Eh
  A1+B1 = 0.708897, A3+B3 = -0.209247, A-B = 0.249825 Eh
  Q = 0.934900 Eh, sin^2 theta* = 0.223818, theta* = 0.492799 rad
  lowering lam3^2/Q = 0.046833 Eh = 1.2744 eV
  E0 - lam3^2/Q = -0.957707 Eh, E_UHF (SCF) = -0.957707 Eh
  E_triplet = -0.890585 Eh, 2(E_T - E_UHF) = 0.134244 Eh
  eig M at UHF (Eh): 0.0000 0.0000 0.1342 0.1342 0.3248 0.4591 0.4591 0.5933
H2 Coulson-Fischer R: formula 1.15344 A, finite difference 1.15344 A
  Q at that R = 0.856651 Eh
NH R = 1.04 A: E_RHF(real) = -54.134485 Eh
  Jxx = 0.762805, J = 0.680568, K = 0.041119 Eh
  e_x = -0.342831, e_y = 0.214381, Delta = 0.557212 Eh
  x->y: A1+B1 = 0.000000, A3+B3 = -0.164474, A-B = -0.082237 Eh
  two lowest A1+B1 (Eh): 0.000000 0.206633
  two lowest A3+B3 (Eh): -0.164474 -0.014836
  two lowest A-B   (Eh): -0.082237 0.114024
  E(complex, pi/4) = -54.175603 Eh, lowering = 0.041119 Eh = 1.1189 eV
H2O r = 0.96 A, angle = 104.5 deg: E_RHF = -74.963319 Eh
  dimension of M = 80, of each spatial block = 10
  lowest A1+B1 = 0.520806, A3+B3 = 0.359324, A-B = 0.443760 Eh
PASS
```
